The Chambers Path Integral and the Series Sampled by Monte Carlo

## First half: from a constant collision rate to the collision series

A Monte Carlo transport calculation needs a rule for ending a free flight. If the collision rate changes while the field accelerates the electron, the flight time could be drawn from the rate at the start of the flight or from the rate accumulated along it. A second decision is which momenta to average and with what weights. In the example below, the first flight rule gives a drift velocity of 0.115 atomic units, whereas the Boltzmann equation gives 0.088. The right rules can be read from the Boltzmann equation once it is written as an integral along trajectories.

Hartree atomic units are used, so ħ, the elementary charge and the free-electron mass are 1 and the electron has charge −1. The gas is uniform in space and has one band. Its distribution f(k,t) is normalised to ∫f dk = 1, so f is the probability density of one electron's momentum.

### A constant rate in one dimension

Let a constant force F act, so that dk/dt = F. Let collisions occur at a constant rate Γ, and let each collision draw a new momentum from a fixed even density p(k), whatever the old momentum was. The gain at k is then Γp(k)∫f dk' = Γp(k), and the Boltzmann equation is

∂f/∂t + F ∂f/∂k = Γp(k) − Γf.

Follow the trajectory that reaches k at time t. At an earlier time s it was at k − F(t−s). Along it the left side is the total derivative of f, hence

d/ds f(k−F(t−s),s) = Γp(k−F(t−s)) − Γf(k−F(t−s),s).

Multiplication by e^{Γs} combines the left side and the loss term into one derivative:

d/ds [e^{Γs} f(k−F(t−s),s)] = e^{Γs} Γp(k−F(t−s)).

Integrating from s = 0 to s = t, multiplying by e^{−Γt} and setting τ = t−s gives

f(k,t) = e^{−Γt} f_init(k−Ft) + ∫₀ᵗ dτ Γe^{−Γτ} p(k−Fτ).

The first term contains electrons that have not collided. In the second, the last collision took place a time τ ago. As t → ∞ the first term vanishes. The mean momentum becomes ∫₀^∞ Γe^{−Γτ}Fτ dτ = F/Γ, because p is even. This agrees with the steady solution of the momentum balance d⟨k⟩/dt = F − Γ⟨k⟩.

This solution closed after two terms because the total probability in the gain was known to be 1. To see the number of collisions, keep the populations separate. Let f_n be the part of f with n collisions and N_n(t) = ∫f_n dk its probability. An electron enters class n by a collision from class n−1, so

f_n(k,t) = ∫₀ᵗ dt' e^{−Γ(t−t')} ΓN_{n−1}(t') p(k−F(t−t')).

Integration over k gives N_n(t) = ∫₀ᵗdt' e^{−Γ(t−t')}ΓN_{n−1}(t'). The start is N₀ = e^{−Γt}. If N_{n−1}(t') = e^{−Γt'}(Γt')^{n−1}/(n−1)!, the exponentials combine to e^{−Γt}, and

N_n(t) = e^{−Γt} Γⁿ ∫₀ᵗ dt' t'^{n−1}/(n−1)! = e^{−Γt}(Γt)ⁿ/n!.

By induction the collision number has a Poisson distribution. Since ΣN_{n−1} = 1, summing the f_n restores the two-term solution.

The mean momentum within a class follows too. For n ≥ 1 the last collision time t' has a density proportional to t'^{n−1}, so the mean time since that collision is

∫₀ᵗ t'^{n−1}(t−t')dt' / ∫₀ᵗ t'^{n−1}dt' = [tⁿ⁺¹/(n(n+1))]/[tⁿ/n] = t/(n+1).

Therefore ⟨k⟩_n = Ft/(n+1). For n = 0 the same formula holds if the initial distribution has zero mean. These values will serve as a reference when the rate varies.

### General scattering and volume-preserving motion

Now let W(k',k) be the rate density for scattering from k' to k. The total rate out of k and the gain operator are

λ(k) = ∫W(k,k')dk',

(Sf)(k) = ∫f(k')W(k',k)dk'.

W must not depend on f. This holds in the nondegenerate regime if collisions between electrons are neglected and the scatterers, such as impurities or phonons, are not changed by the electrons. In a degenerate gas each scattering rate also contains the probability that the final state is empty. In general this makes the collision term nonlinear, and the linear series derived here then no longer applies. We also assume λ(k) ≤ Γ for some finite Γ, which now denotes an upper bound.

In static fields E and B, without Berry curvature, the electron obeys

dk/dt = F(k) = −(E + v×B), v = ∇ε(k),

where ∇ acts on k. Conservation of probability gives the drift term ∇·(Ff) = F·∇f + f∇·F. Since E and B do not depend on k,

∇·F = −∇·(v×B) = −B·(∇×v) = 0,

because the curl of a gradient is zero. The Boltzmann equation is therefore

∂f/∂t + F·∇f = Sf − λf.

The same property controls volumes in k-space. Let Φ_τ(a) be the momentum reached from a after free motion for a time τ, and let M be the matrix of derivatives of Φ_τ(a) with respect to a. Differentiating the equation of motion with respect to a gives dM/dτ = DM, where D_ij = ∂F_i/∂k_j at the moving point. Hence

d ln(det M)/dτ = tr(M⁻¹dM/dτ) = tr(M⁻¹DM) = tr D = ∇·F = 0.

At τ = 0 the determinant is 1, and it stays 1. A change of variables along free motion thus needs no Jacobian.

The opposite case shows what this condition excludes. Adding a friction force −γk in two dimensions gives ∇·F = −2γ and det M = e^{−2γτ}, which is e^{−2} = 0.1353 at γτ = 1. Numerical trajectories in a nonparabolic band with crossed fields gave a determinant of 1.0000 without friction and 0.1353 with it. Friction would compress the distribution, so the trajectory formula would need an additional factor.

### The Chambers form

Define the rate accumulated during a flight that starts at a:

L(a,τ) = ∫₀^τ λ(Φ_s(a))ds.

Follow f along the trajectory from a by setting y(t) = f(Φ_t(a),t). The chain rule and the Boltzmann equation give

dy/dt = ∂f/∂t + F·∇f = (Sf)(Φ_t(a),t) − λ(Φ_t(a)) y.

Since dL(a,t)/dt = λ(Φ_t(a)), multiplication by e^{L(a,t)} removes the loss term:

d/dt [e^{L(a,t)} y(t)] = e^{L(a,t)} (Sf)(Φ_t(a),t).

Integrate from 0 to t and divide by e^{L(a,t)}:

y(t) = e^{−L(a,t)} f_init(a) + ∫₀ᵗ dt' e^{−[L(a,t)−L(a,t')]} (Sf)(Φ_{t'}(a),t').

The bracket is the rate accumulated between t' and t. It equals L(Φ_{t'}(a),t−t'), because the fields are static and the later part of the trajectory is itself a flight from Φ_{t'}(a). Finally choose a = Φ_{−t}(k), so that the trajectory ends at k, and write τ = t−t'. Then Φ_{t'}(a) = Φ_{−τ}(k), and

f(k,t) = e^{−L(Φ_{−t}(k),t)} f_init(Φ_{−t}(k))
 + ∫₀ᵗ dτ e^{−L(Φ_{−τ}(k),τ)} (Sf)(Φ_{−τ}(k),t−τ).

This is the time-dependent Chambers form. For W(k',k) = Γp(k) and constant F, Sf = Γp, L = Γτ and Φ_{−τ}(k) = k−Fτ, and the earlier result returns. For S = 0 the first term remains and describes pure loss.

### Iteration and its differential counterpart

Call the first term f₀, and define an operator T by

(Tg)(k,t) = ∫₀ᵗ dτ e^{−L(Φ_{−τ}(k),τ)} (Sg)(Φ_{−τ}(k),t−τ).

The equation is f = f₀ + Tf. Repeated substitution gives

f = f₀ + Tf₀ + T²f₀ + … + Tᵐf₀ + T^{m+1}f.

The Neumann terms are therefore f_n = Tf_{n−1} = Tⁿf₀. All are nonnegative, because f_init, W and the exponentials are nonnegative.

Each term also obeys a differential equation. Along the trajectory from a, the definition of T reads

f_n(Φ_t(a),t) = ∫₀ᵗ dt' e^{−L(a,t)+L(a,t')} (Sf_{n−1})(Φ_{t'}(a),t').

Differentiating the upper limit gives the gain at time t. Differentiating e^{−L(a,t)} gives −λ times the whole integral. Thus, for n ≥ 1,

∂f_n/∂t + F·∇f_n = Sf_{n−1} − λf_n, f_n(k,0) = 0.

For n = 0 there is no gain and f₀(k,0) = f_init(k).

This ladder provides another way to obtain the terms. Multiply the equation for f_n by zⁿ and sum. The function f^z = Σzⁿf_n obeys

∂f^z/∂t + F·∇f^z = zSf^z − λf^z.

Every gain event is marked by one factor z, so the coefficient of zⁿ is f_n. In the numerical test these coefficients were extracted from solutions of the differential equation and compared with the iterated Chambers integrals. The largest difference was 5×10⁻⁷ of the peak of f.

### Convergence and the missing probability

Let N_n = ∫f_n dk and C_n = ∫λf_n dk. Integrate the ladder over k. The drift term is a divergence and gives zero if f_n vanishes at infinity or is periodic in the Brillouin zone. The gain integral is

∫Sf_{n−1}dk = ∫dk' f_{n−1}(k')∫W(k',k)dk = C_{n−1}.

Hence dN_n/dt = C_{n−1} − C_n, with C_{−1} = 0. Let A_m = N₀ + … + N_m be the probability in the first m+1 terms. The intermediate fluxes cancel in the sum:

dA_m/dt = −C_m.

Thus A_m starts at 1 and cannot increase. Because λ ≤ Γ, we have C_m ≤ ΓN_m = Γ(A_m−A_{m−1}), and so

dA_m/dt + ΓA_m ≥ ΓA_{m−1}, A_{−1} = 0.

Let B_m be the probability that a Poisson variable of mean Γt is at most m. The constant-rate calculation shows that B_m obeys the same relation with an equality sign, and B_m(0) = 1. For D_m = A_m−B_m it follows that

d/dt(e^{Γt}D_m) ≥ Γe^{Γt}D_{m−1}, D_m(0) = 0.

Since D_{−1} = 0, this gives D₀ ≥ 0, then D₁ ≥ 0, and so on. Therefore

1 − A_m(t) ≤ P(Poisson(Γt) > m).

At fixed t the right side tends to zero as m → ∞. The nonnegative partial sums increase to a function of total probability 1, and passing to the limit in the iteration shows that it obeys f = f₀ + Tf. Any other nonnegative solution of unit probability has the same partial sums and a nonnegative remainder T^{m+1}f of mass 1−A_m. That mass tends to zero, so the solution is the same.

The estimate is a bound, and it can be far above the actual remainder. In the example Γt = 4. The probability beyond n = 4 is 0.024, while the bound is 0.37. Beyond n = 8 the values are 4.6×10⁻⁵ and 0.021.

The finite bound on λ matters for the proof. If the rates are unbounded and infinitely many collisions can occur within a finite time, the finite collision numbers do not carry the whole probability, and ΣN_n is less than 1.

## Second half: histories, sampling rules and the steady state

The symbols carried over are these. Free motion takes a to Φ_τ(a) and preserves volume in k-space. The rate density from k' to k is W(k',k), the total rate is λ(k) ≤ Γ, and L(a,τ) is the rate accumulated in a flight of duration τ from a. The gain is (Sf)(k) = ∫f(k')W(k',k)dk'. The Neumann terms f_n start with free motion and survival from f_init, and continue by

f_n(k,t) = ∫₀ᵗ dτ e^{−L(Φ_{−τ}(k),τ)} (Sf_{n−1})(Φ_{−τ}(k),t−τ).

Their sum is the solution f. The probability in term n is N_n, and A_m is the sum of N₀ to N_m.

### The probability of one history

Where λ(k') > 0, split the scattering kernel into a rate and a normalised density of new states:

W(k',k) = λ(k') p(k|k'), ∫p(k|k')dk = 1.

Consider a history that starts at a₀ and collides at times t₁ < … < t_n. Put t₀ = 0. Let b_j = Φ_{t_j−t_{j−1}}(a_{j−1}) be the momentum just before collision j and a_j the momentum just after it. The joint density of the start, the collision times and the new momenta is

f_init(a₀) × ∏_{j=1}^{n} [e^{−L(a_{j−1},t_j−t_{j−1})} λ(b_j) p(a_j|b_j)] × e^{−L(a_n,t−t_n)}.

The last factor is the probability that the final flight is unfinished at t. Let h_n(k,t) be the density obtained by integrating over all such histories that end at k. We show that h_n = f_n.

For n = 0,

h₀(k,t) = ∫da f_init(a)e^{−L(a,t)}δ(k−Φ_t(a)).

Use the endpoint y = Φ_t(a) as the integration variable. Volume preservation gives da = dy, and the delta function sets a = Φ_{−t}(k). The result is f₀.

For n ≥ 1, fix the last collision time t' and integrate over everything before it. The factors up to that moment, including survival until t', give h_{n−1}(b,t'). The last collision contributes λ(b)p(a|b) = W(b,a), so the rate density of new flights starting at a is

∫db h_{n−1}(b,t')W(b,a) = (Sh_{n−1})(a,t').

Propagation through the last flight gives

h_n(k,t) = ∫₀ᵗdt'∫da (Sh_{n−1})(a,t') e^{−L(a,t−t')} δ(k−Φ_{t−t'}(a)).

The same change of variable sets a = Φ_{−τ}(k), with τ = t−t'. This is the recursion for f_n. Since h₀ = f₀, induction gives

h_n(k,t) = f_n(k,t).

The Neumann term of order n is thus the joint density of momentum k and n collisions. The equality holds between probability laws. With N independent histories, a histogram cell of probability P has an expected fraction P and a standard error √[P(1−P)/N].

### What the factors require of the sampling

The initial momentum is drawn from f_init. A flight from a survives for a time τ with probability e^{−L(a,τ)}. The density of its end time is minus the derivative of this:

−d/dτ e^{−L(a,τ)} = λ(Φ_τ(a))e^{−L(a,τ)}.

For a random number r, uniform between 0 and 1, the flight time therefore solves

L(a,τ) = −ln r.

If the rate accumulated up to the observation time is smaller than −ln r, the flight is stopped there without a collision. This event has the probability required by the last factor of the history. At a collision the new momentum is drawn from p(k|b), where b is the momentum at the end of the flight.

For a constant rate, τ = −ln r/Γ. Using λ(a) in this formula when λ changes along the flight replaces L(a,τ) by λ(a)τ. That samples a different kernel and hence a different series.

### Self-scattering

Solving L(a,τ) = −ln r can be avoided by proposing events at the constant rate Γ. A proposed event at momentum b is accepted as a collision with probability λ(b)/Γ. Otherwise the momentum is left unchanged.

Consider a time τ without an accepted event. It may contain any number j of rejected events. Rejections have rate Γ−λ along the trajectory, and the time-ordered integral over j of them is 1/j! times the unrestricted one. Thus the probability of no accepted event is

e^{−Γτ} Σ_j (1/j!)[∫₀^τ(Γ−λ)ds]ʲ = e^{−Γτ}e^{Γτ−L(a,τ)} = e^{−L(a,τ)}.

The next accepted event has rate Γ·λ/Γ = λ. Every factor of the original history is restored, so the joint law of momentum and accepted collision number is unchanged. If rejected events are counted too, the total number is Poisson with mean Γt. The individual terms are then different, although their sum is still f.

### A model with a varying rate and directional memory

The test model has one dimension, mass m = 0.1, kT = 0.001 and force F = 2×10⁻⁶, corresponding to a field strength of 1.03×10⁶ V/m. Its rate is

λ(k) = λ₀ + λ₁k²/(k²+k_c²),

with λ₀ = 10⁻⁴, λ₁ = 3×10⁻⁴ and k_c = 0.02. Hence Γ = λ₀+λ₁ = 4×10⁻⁴. Let M(k) be the Maxwellian of width √(mkT) = 0.01, λ̄ = ∫λM dk, q = λM/λ̄ and u(k) = k/√(k²+k_c²). The kernel is

W(k',k) = λ(k')q(k)[1+μu(k')u(k)], μ = 0.8.

Because q is even and normalised and u is odd, integration over k gives λ(k'). The bracket is positive because |u| < 1. Moreover, M(k')W(k',k) is symmetric in k and k', so detailed balance holds and M is stationary without a field. To sample a new state, draw |k| from the distribution of magnitudes under q. Then choose the positive sign with probability [1+μu(k')u(|k|)]/2.

For the flight write λ = Γ − λ₁k_c²/(k²+k_c²) and substitute x = (a+Fs)/k_c, so that ds = (k_c/F)dx. This gives

L(a,τ) = Γτ − (λ₁k_c/F)[arctan((a+Fτ)/k_c) − arctan(a/k_c)].

The field is switched on at t = 0 in the Maxwellian, and the distribution is examined at t = 10⁴, or 242 fs. Then Ft = 0.02. The first classes are:

n = 0: probability 0.183, mean momentum 0.0164
n = 1: probability 0.331, mean momentum 0.0091
n = 2: probability 0.266, mean momentum 0.0066
n = 3: probability 0.140, mean momentum 0.0052

The constant-rate reference Ft/(n+1) would give 0.0200, 0.0100, 0.0067 and 0.0050. The decrease with n is similar, but for n ≥ 1 the closeness comes from two effects that partly cancel. The reference has neither a varying rate nor memory. With the same varying rate and μ = 0 the means for n = 1, 2 and 3 are 0.0076, 0.0054 and 0.0042, and the memory raises them to the values listed. The uncollided electrons are not affected by the memory, and their shift from the reference can be traced to the rate alone. Differentiation of L gives

∂L(a,t)/∂a = [λ(a+Ft)−λ(a)]/F.

As λ is even and increases with |k|, L(a,t) has its minimum at a = −Ft/2 and grows with the distance from that point. For every a > 0, the start −a is closer to the minimum than the start a. Electrons that start against the force therefore survive more often than their mirror images. The mean initial momentum of the survivors is 0.0164−0.0200 = −0.0036, although the whole initial distribution has mean zero.

The drift velocity is the sum of N_n⟨k⟩_n divided by m. The classes n = 0 to 3 contribute

(0.18332×0.01636 + 0.33132×0.00912 + 0.26550×0.00662 + 0.14035×0.00524)/0.1
= (0.002999 + 0.003022 + 0.001758 + 0.000735)/0.1 = 0.0851.

The remaining classes raise this to 0.0884, or 1.93×10⁵ m/s. The direct solution of the differential equation gives the same value.

Two ensembles of 200,000 histories test the statement class by class. For n = 1 the expected standard error is √(0.331×0.669/200000) = 0.0011. The observed fractions are 0.3308 with direct flights and 0.3315 with self-scattering, against 0.3313 from the Neumann term.

A stricter test uses the joint histogram in k and n. With 76 degrees of freedom, χ² is 70 for direct flights and 75 for self-scattering, so neither differs significantly from the Neumann terms. When the rate is frozen at the start of each flight, χ² is about 25,000. That rule gives a drift velocity of 0.115, about 30% too large. For flights that start along the force the reason is direct: the rate rises during the flight, and the frozen rule makes the flight too long. For flights that start against it the rate first falls, so the net effect has to be taken from the calculation.

### The steady state has no initial term

Suppose that L(a,t) grows without limit with t, as it does here because λ ≥ λ₀ > 0. The first term of the Chambers form then disappears at long times, and a steady distribution obeys

f(k) = ∫₀^∞dτ e^{−L(Φ_{−τ}(k),τ)}(Sf)(Φ_{−τ}(k)).

This equation is homogeneous. Any multiple of a solution is a solution, and iteration from zero gives zero. In this form it contains no given source from which a Neumann series could start.

The finite-time terms do not supply one in the limit. With λ ≥ λ₀ we have C_m ≥ λ₀(A_m−A_{m−1}), and the comparison used for convergence now runs in the opposite direction:

A_m(t) ≤ P(Poisson(λ₀t) ≤ m).

For fixed m this tends to zero as t → ∞. The probability moves to ever higher collision numbers, while the sum over all of them remains 1.

The steady state can instead be written as a fixed point. Let R = ∫λf dk be the steady collision rate and π = Sf/R the normalised distribution just after a collision. Then

f(k) = R∫₀^∞dτ e^{−L(Φ_{−τ}(k),τ)}π(Φ_{−τ}(k)).

Integrate over k and use a = Φ_{−τ}(k) as the variable, again without a Jacobian:

1 = R∫da π(a)∫₀^∞dτ e^{−L(a,τ)} = Rτ̄.

The inner integral of the survival probability is the mean duration of a flight from a, so τ̄ is the mean flight time and R = 1/τ̄. Applying S to f and dividing by R gives the condition on π:

π(a') = ∫da π(a)∫₀^∞dτ λ(Φ_τ(a))e^{−L(a,τ)}p(a'|Φ_τ(a)).

One flight and one collision reproduce π. The steady f is this distribution spread over the flights and divided by their mean duration.

In the model Sf = q(k)[∫λf dk' + μu(k)∫λuf dk'], so π = q(1+μcu), where c is the mean of u just before a collision. One flight and one collision change c to c₀+c₁c, with constants c₀ and c₁ given by the flight integrals. Conservation of probability supplies the eigenvalue 1, and c₁ is the other eigenvalue. The calculation gives c₁ = 0.119, so a deviation of c from its fixed point shrinks to about 12% per collision. The resulting f agrees with the steady solution of the differential equation to about 10⁻⁸ of its peak.

### Averages from one long history

A single history can replace an ensemble in the steady state if it is ergodic. For this model that can be shown by writing the density of new states as

q(1+μu'u) = (1−μ)q + μq(1+u'u), u' = u(k').

Both parts are nonnegative. With probability 1−μ = 0.2 a collision can thus be regarded as a fresh draw from q that has lost all memory. These draws divide the history into independent blocks of finite mean duration, since λ ≥ λ₀. The law of large numbers for the blocks makes time averages converge to averages over f. For another scattering model, ergodicity has to be established separately. If the electron can be trapped in one of several disconnected sets of states, one history cannot give all of the steady distribution.

The momentum just before a collision has a different density. From the flight law it is

∫da π(a)∫₀^∞dτ λ(Φ_τ(a))e^{−L(a,τ)}δ(k−Φ_τ(a)) = τ̄λ(k)f(k).

States with a large rate are overrepresented. States with λ = 0 leave no collision record at all. If λ > 0 wherever f > 0, as in this model, a quantity G can be averaged over f from collision records by giving each record the weight 1/λ:

⟨G⟩ = Σ[G(b_j)/λ(b_j)] / Σ[1/λ(b_j)].

If all proposed events of self-scattering are recorded, accepted or not, their rate is Γ everywhere. The factor λ is then replaced by a constant, and the plain average is correct.

One history with a million proposed events, of which 456,755 were accepted, tests the first two estimators. The solution of the Boltzmann equation gives a mean momentum of 0.00935. The time average is 0.00935 and the weighted collision average 0.00934, each with a standard error of 0.00002. The unweighted average over accepted collisions is 0.01279, in agreement with the value 0.01280 predicted from λf. It is 37% above the mean over f.

The mean flight time from the fixed point is 5483 atomic units, or 133 fs. The history gives 5479 with a standard error of 7. The steady drift velocity is 0.00935/0.1 = 0.0935, or 2.05×10⁵ m/s. The value at 242 fs was therefore still about 5% below the steady one. The numerical output below also gives the collision classes up to n = 6 and further statistical errors.

Calculated quantities

```
All values in Hartree atomic units unless another unit is named
mass 0.1, kT 0.001, force 2.0e-06, thermal width 0.0100
rate_low 1.0e-04, rate_rise 3.0e-04, k_c 0.02
memory 0.8 (no unit), time t 10000 = 241.9 fs
field strength 1.0284e+06 V/m
Maxwellian mean rate 1.47178e-04, rate_max*t 4.00
flow Jacobian: fields 1.0000000, friction 0.1353353
Chambers minus differential terms, max/peak 4.9e-07
Chambers sum minus full solution, max/peak 1.6e-06
n: probability Chambers, direct MC, self-scattering MC; mean k Chambers, direct MC
0: 0.18332 0.18188 0.18322; 0.01636 0.01633
1: 0.33132 0.33081 0.33147; 0.00912 0.00915
2: 0.26550 0.26716 0.26475; 0.00662 0.00659
3: 0.14035 0.13994 0.14122; 0.00524 0.00523
4: 0.05570 0.05616 0.05561; 0.00435 0.00454
5: 0.01774 0.01816 0.01766; 0.00372 0.00365
6: 0.00472 0.00453 0.00466; 0.00325 0.00316
mean collision number, Chambers 1.6330
probability beyond n=4: 2.381e-02, bound 3.712e-01
probability beyond n=8: 4.608e-05, bound 2.136e-02
histories per ensemble 200000
direct flights: chi2 69.9, dof 76, p 0.675
self flights: chi2 75.1, dof 76, p 0.509
frozen flights: chi2 25309.7, dof 76, p 0
drift velocity at t: series 0.08842, PDE 0.08842
  = 1.9343e+05 m/s
  direct MC 0.08826, self 0.08819, frozen 0.11526, std error 0.00026
steady Chambers minus null vector, max/peak 1.3e-08
collision-map eigenvalues 1.0000000, 0.11939
steady drift velocity 0.09352 = 2.0460e+05 m/s
one history: 1000000 events, 456755 real collisions
mean k, time average: 0.00934578 +- 2.1e-05, expected 0.00935246
mean k, before collision, weight 1/rate: 0.00934148 +- 1.9e-05, expected 0.00935246
mean k, before collision, unweighted: 0.0127857 +- 2.2e-05, expected 0.0127985
time fraction with k > 0.02 (no unit): 0.19007 +- 0.00056, expected 0.189499
mean flight time: 5478.78 +- 6.7, expected 5482.92
mean flight time 132.63 fs
```
